# Why 4p–4d and 4d–4f Mixing Narrows Tin Emission Arrays

**Question.** A tin ion with ground configuration $4p^64d^N$ can be excited to $4p^54d^{N+1}$ or to $4p^64d^{N-1}4f$. Each excited configuration has many levels, and both radiate to the same lower configuration in the extreme ultraviolet. Why does mixing the two confine most of their emission to a narrower band, and what part does exchange play?

**Answer.**

## What is being compared

Hartree atomic units are used. The lower configuration is kept pure, and all its states have equal weight. Let $D$ be the $z$ component of the electron position, summed over electrons; the sign of the charge does not affect strengths. A transition from lower state $i$ to upper state $f$ has strength $|\langle f|D|i\rangle|^2$ and energy $E_f-E_i$. Summed over the magnetic substates of two levels, the $z$ strength is one third of the strength for all three components of the position. With equally populated upper states, the photon emission rate between two levels is therefore proportional to this summed strength times $(E_f-E_i)^3$.

"Width" means the shortest energy interval holding a stated fraction of the strength. This differs from the standard deviation, which weak, distant lines can dominate.

Write $D=D_a+D_b$, where $a$ denotes $4p\to4d$ and $b$ denotes $4d\to4f$. Mixing changes the upper eigenstates, but not the total strength: for each $i$, the sum over $f$ is $\langle i|D^\dagger D|i\rangle$ in any complete upper basis. Mixing can therefore only redistribute strength.

## The mechanism: one Coulomb energy for two excitations

With radial functions $P_{nl}$, the excitations have radial transition densities $\rho_a=P_{4p}P_{4d}$ and $\rho_b=P_{4d}P_{4f}$. Their dipole Coulomb energies are

$$
(\rho,\rho')=\iint\rho(r)\frac{r_<}{r_>^2}\rho'(r')\,dr\,dr',
$$

$$
G^1_{pd}=(\rho_a,\rho_a),\quad G^1_{df}=(\rho_b,\rho_b),\quad R^1=(\rho_a,\rho_b).
$$

The first two are exchange integrals within the configurations. The third, $R^1(4d4d;4p4f)$, mixes them. The electrostatic energy of a charge distribution is non-negative, so the Cauchy–Schwarz inequality gives $(R^1)^2\le G^1_{pd}G^1_{df}$. At equality, the two densities have proportional dipole fields, and the three integrals describe one repulsive coupling of the combined dipole excitation.

The effect of such a coupling is seen in a model. Let $|d\rangle$ be the normalized state made by the dipole operator, spread over levels $\epsilon_i$ of $H_0$ with amplitudes $d_i$, and let

$$H=H_0+g|d\rangle\langle d|,\qquad g>0.$$

For an eigenstate $\psi$ of energy $E$, $(E-H_0)\psi=g|d\rangle\langle d|\psi\rangle$. Dividing by $E-H_0$ and projecting on $d$ gives the first relation below; normalizing $\psi$ gives the second:

$$
\frac1g=\sum_i\frac{d_i^2}{E-\epsilon_i},\qquad
|\langle d|\psi\rangle|^2=\left[g^2\sum_i\frac{d_i^2}{(E-\epsilon_i)^2}\right]^{-1}.
$$

For strength spread uniformly over $-w<\epsilon<w$, the sums become integrals. Above the band,

$$
\frac1g=\frac1{2w}\ln\frac{E+w}{E-w}\quad\Rightarrow\quad E=w\coth\frac wg .
$$

The second integral is $1/(E^2-w^2)$, so the top level carries the share

$$
Z=\frac{E^2-w^2}{g^2}=\left[\frac{w/g}{\sinh(w/g)}\right]^2 .
$$

For $g\gg w$, $Z\simeq1-w^2/(3g^2)$: nearly all strength is in one high level. For $g\ll w$, $Z\simeq4(w/g)^2e^{-2w/g}$, and the band keeps its strength.

Now let two such bands share the strength equally, $d=(a+b)/\sqrt2$. Then

$$
g|d\rangle\langle d|=\frac g2\big(|a\rangle\langle a|+|b\rangle\langle b|+|a\rangle\langle b|+|b\rangle\langle a|\big).
$$

Without the last two terms, each band feels only $g/2$. Mixing restores $g$. For $w=1$ and $g=1.5$, the share at the top rises from 0.571 to 0.864.

The variance does not change in this model. Since $Hd=H_0d+gd$, the mean rises by $g$, and $(H-\langle H\rangle)d=(H_0-\langle H_0\rangle)d$. Its squared norm, the variance, is that of $H_0$. A strong peak and a weak tail far below it can have the same variance as the original band. Concentration of strength, not a necessary fall of variance, is the mechanism.

## From the model to an open 4d shell

Let $c^k(lm,l'm')$ be the matrix element of the normalized spherical harmonic $C^k_{m-m'}$. The dipole operators are

$$
D_a=r_a\sum_{m\sigma}\alpha_m d^\dagger_{m\sigma}p_{m\sigma},\qquad
D_b=r_b\sum_{m\sigma}\beta_m f^\dagger_{m\sigma}d_{m\sigma},
$$

$$
\alpha_m=\sqrt{\frac{4-m^2}{15}},\qquad \beta_m=\sqrt{\frac{9-m^2}{35}},
$$

where $r_a=\int P_{4p}rP_{4d}\,dr$ and $r_b=\int P_{4d}rP_{4f}\,dr$. Direct summation gives $\sum\alpha_m^2=2/3$ and $\sum\beta_m^2=1$. A $4d$ spin orbital is occupied with probability $N/10$ and empty with probability $(10-N)/10$. With two spins, the strength per lower state is

$$
S=\frac1{10}\left[\frac43(10-N)r_a^2+2Nr_b^2\right].
$$

**Mixing.** The strength-weighted mean energy contains $\langle D^\dagger HD\rangle/S$, where the brackets average over lower states. Mixing adds $\langle D_a^\dagger VD_b\rangle$ and its conjugate, with

$$
V=\sum\langle d_xd_y|p_\mu f_\nu\rangle\,d_x^\dagger d_y^\dagger f_\nu p_\mu .
$$

The factor $1/2$ of the Coulomb operator has been cancelled by the two orderings of $p$ and $f$. Here $\mu,\nu$ include spin. $V$ must remove the $f$ electron that $D_b$ created and make the $p$ hole that $D_a^\dagger$ fills. Moving $p_\mu$ past $f_\nu^\dagger$ gives one minus sign; moving it left past three $d$ operators gives another. What remains is

$$
\langle d_\mu d_x^\dagger d_y^\dagger d_\nu\rangle
=\frac{N(10-N)}{90}\left(\delta_{x\mu}\delta_{y\nu}-\delta_{x\nu}\delta_{y\mu}\right).
$$

The prefactor is the probability that $\nu$ is occupied, $N/10$, times the probability that another orbital $\mu$ is then empty, $(10-N)/9$.

In the first term, orthogonality of the angular coefficients leaves $k=1$. Both spins are free, giving $4(2/3)(1)R^1=8R^1/3$. In the second term the spins must agree, giving $-2\sum_kL_kR^k$ with $k=1,3$ and

$$
L_k=\sum_{mm'}\alpha_m\beta_{m'}c^k(dm',pm)c^k(fm',dm).
$$

For $k=1$, the terms with $m'-m=0,+1,-1$ sum to $84/525$, $63/525$ and $63/525$, so $L_1=2/5$. A contact interaction fixes $L_3$. Its radial integrals are proportional to $2k+1$, and two electrons of equal spin do not feel it, so the equal-spin terms cancel:

$$
\frac23\,3=3L_1+7L_3\quad\Rightarrow\quad L_3=\frac4{35}.
$$

Adding the conjugate term gives the shift of the mean by mixing:

$$
\boxed{\Delta_{\rm mix}=\frac{2r_ar_b}{S}\frac{N(10-N)}{90}
\left(\frac{28}{15}R^1-\frac8{35}R^3\right)}
$$

Changing the sign of a radial function leaves $r_ar_bR^k$ unchanged, so the sign of the shift is physical. It is upward when $r_ar_b$ times the bracket is positive. The shift vanishes at $N=0$, where there is no $4d$ electron to excite, and at $N=10$, where there is no $4d$ vacancy.

**Exchange within each array.** In $b$, the $f$ electron interacts with $N-1$ remaining $d$ electrons. The configuration average counts $N-1$ mean pair energies

$$
\bar E_{df}=F^0-\frac3{70}G^1-\frac2{105}G^3-\frac5{231}G^5 .
$$

The coefficients of $G^k$ are half the squared $3j$ symbols for $(2,k,3)$ with zero projections. Averaging $D_b^\dagger V_{df}D_b$ requires two occupied $d$ orbitals. Dividing their probability, $N(N-1)/90$, by the $N/10$ in the strength leaves $(N-1)/9$. This multiplies $10\bar E_{df}$, from the sum over a full $d$ shell, plus the interaction $X_{df}$ of the $f$ electron with the hole it left. Subtracting $(N-1)\bar E_{df}$ gives

$$
\delta_b=\frac{N-1}{9}(\bar E_{df}+X_{df}),\qquad
X_{df}=2G^1-F^0-K_2F^2-K_4F^4 .
$$

The term $2G^1$ is $4(\sum\beta_m^2)^2G^1$ divided by the spin-summed strength $2\sum\beta_m^2$. The other terms are electron–hole attraction in a state of total orbital momentum $L=1$.

To find $K_2$, replace the quadrupole tensor $\hat r_i\hat r_j-\delta_{ij}/3$ within a shell $l$ by $-2/[(2l-1)(2l+3)]$ times the symmetric traceless tensor of $l_il_j$. For $l=2$ and $3$ the magnitudes are $2/21$ and $2/45$. With $\mathbf l_1\cdot\mathbf l_2=(2-6-12)/2=-8$, the contraction of the two tensors is $64-4-24=36$, so

$$K_2=\frac32\,\frac2{21}\,\frac2{45}\,36=\frac8{35}.$$

The contact argument now reads $1+5K_2+9K_4=3$, hence $K_4=2/21$. The $F^0$ terms cancel:

$$
\delta_b=\frac{N-1}9\left[\frac{137}{70}G^1-\frac2{105}G^3-\frac5{231}G^5-\frac8{35}F^2-\frac2{21}F^4\right]_{df}.
$$

Array $a$ has the same structure in terms of holes: a $d$ hole moves to $4p$, so $N$ becomes $10-N$. The pair average is $F^0-G^1/15-3G^3/70$, the dipole term is $4G^1/3$, and the contact condition $1+5K_2=2$ gives $K_2=1/5$. Thus

$$
\delta_a=\frac{9-N}{9}\left[\frac{19}{15}G^1-\frac3{70}G^3-\frac15F^2\right]_{pd}.
$$

Interactions among $d$ electrons and spin–orbit coupling change the positions and strengths of individual lines but drop out of these shifts from the configuration averages. Spin–orbit coupling cancels in the sum over both spins. The summed interaction of a $d$ orbital with all others of its shell is the same for every orbital, so requiring one orbital to be occupied or empty leaves the mean $d$–$d$ energy at its configuration average. The formulas for $S$, $\delta_a$, $\delta_b$ and $\Delta_{\rm mix}$ were tested against full diagonalization for $N=2,3,4$.

## Numbers for Sn$^{11+}$

This ion has $N=3$. Its orbitals come from a nonrelativistic self-consistent potential with local exchange and the correct ionic tail. All states of the three configurations are included, with spin–orbit coupling inside each configuration and unscaled Coulomb integrals. Scalar relativity, orbital relaxation and other configurations are omitted.

The dipole integrals are $G^1_{pd}=0.680$, $G^1_{df}=0.549$ and $R^1=0.599$ hartree. The ratio $R^1/\sqrt{G^1_{pd}G^1_{df}}$ is 0.980, close to its upper limit of 1. One common coupling is therefore a useful picture, though the two dipole fields are not exactly proportional. Nonrelativistic Hartree–Fock orbitals raise the three integrals by 1–3%, to 0.689, 0.565 and 0.612, and leave the ratio at 0.98.

The average energies of the excited configurations above the lower one are 2.593 hartree for $a$ and 2.911 for $b$. Exchange and the accompanying direct terms raise the strength-weighted means to

$$
2.59+0.49=3.08,\qquad 2.91+0.21=3.12\ \text{hartree}.
$$

The $G^1$ parts alone are $(6/9)(19/15)(0.680)=0.574$ and $(2/9)(137/70)(0.549)=0.239$ hartree; the other terms reduce them. Exchange thus places strength high within each configuration and, in this model, nearly aligns the two means. The closeness of the alignment depends on the omitted relativity: with scalar-relativistic Hartree–Fock orbitals the average gap of $a$ rises to 2.76 hartree while that of $b$ stays near 2.90, and the means become 3.26 and 3.11, apart by 0.14 hartree in the opposite order.

With $r_a=0.853$ and $r_b=0.921$ bohr, $S=1.188$ bohr$^2$, of which $a$ supplies 57%. The mixing shift is

$$
\Delta_{\rm mix}=\frac{2(0.853)(0.921)}{1.188}\,\frac{21}{90}
\left[\frac{28}{15}(0.5985)-\frac8{35}(0.375)\right]
\simeq0.318\ \text{hartree}.
$$

The common mean rises from 3.098 to 3.416 hartree. In the mixed calculation, 90% of the upper states lie below the strength-weighted mean upper energy, which is the sense in which strength sits on the high-energy side. Without mixing the figure is already 86%.

The interval holding 80% of the strength shrinks from 0.493 to 0.084 hartree, or from 13.4 to 2.3 eV. Weighted by photon rate, it shrinks from 0.455 to 0.084 hartree. The mixed photon-rate mean energy corresponds to 13.3 nm at this level of theory; given the omissions, this is not a precise wavelength prediction. With scalar-relativistic Hartree–Fock orbitals the 80% strength width falls from 0.59 to 0.125 hartree and the wavelength is 12.9 nm, while scaling the Coulomb integrals by 0.85 lengthens the wavelength by about 0.4 nm. The narrowing persists, but its size and the wavelength depend on these choices.

The standard deviation also falls, from 0.221 to 0.127 hartree. The band model does not explain this fall. The separation of the two array means contributes less than 1% of the unmixed variance here (about 9% with scalar relativity), so aligning them cannot account for it either; the calculation does not isolate the cause. The mixed standard deviation still exceeds the 80% width, which shows the effect of weak, distant lines.

## Which coupling does the narrowing?

Four changes to the Hamiltonian separate the causes.

- **Remove $R^1$, keep $R^3$.** The 80% width is 0.530 hartree, slightly more than without any mixing. The dipole part of the mixing is needed.
- **Reverse the sign of the mixing.** This equals reversing the sign of every $4f$ basis state, so the upper eigenvalues stay the same. The relative sign of the dipole amplitudes changes, the mean falls to 2.780 hartree, and the width grows to 1.043. Interference, not the level positions alone, makes the narrow band.
- **Remove both $G^1$ integrals, holding configuration averages fixed.** Mixing still raises the mean by 0.318 hartree, but the width falls only from 0.517 to 0.397. An upward shift alone is not enough. This change removes the exchange push within each array and also the near alignment of their means. If the $4f$ configuration is then moved down to restore the alignment, mixing widens the band, from 0.280 to 0.349. Alignment alone is therefore not enough; the exchange push within each array is needed.
- **Move the $4f$ configuration by $\mp0.4$ hartree.** Mixing reduces the width from 0.747 to 0.263 for the downward move and from 0.693 to 0.279 for the upward one. Narrowing survives, but both mixed bands are about three times as wide as the undisplaced one.

The neighbouring ions behave similarly: the 80% width falls from 0.483 to 0.073 hartree in Sn$^{12+}$ and from 0.472 to 0.090 in Sn$^{10+}$.

The explanation therefore has conditions. The transition densities must couple with the sign that makes dipole amplitudes add at high energy, and the common coupling must compete with the spread of the levels and the separation of the arrays. Exchange within the configurations and dipole mixing between them then act together. These results concern line strengths and statistically populated emission from single ions. A plasma spectrum also depends on the mixture of charge states, actual level populations, transitions between excited configurations, and reabsorption. The complete numerical output follows.

## Numbers as computed

```
Detailed ion: Sn11+, N = 3
G1(4p,4d): 0.6797 hartree
G1(4d,4f): 0.5493 hartree
R1(4d4d;4p4f): 0.5985 hartree
R3(4d4d;4p4f): 0.3752 hartree
spin-orbit 4p: 0.2035 hartree
spin-orbit 4d: 0.0232 hartree
spin-orbit 4f: 0.0019 hartree
R1/sqrt(G1pd G1df): 0.9795 
radial dipole 4p-4d: 0.8527 bohr
radial dipole 4d-4f: 0.9209 bohr
z strength per lower state: 1.1875 bohr^2
average gap, 4p-4d: 2.5926 hartree
average gap, 4d-4f: 2.9109 hartree
exchange-array shift, 4p-4d: 0.4904 hartree
exchange-array shift, 4d-4f: 0.2065 hartree
strength mean, 4p-4d alone: 3.0830 hartree
strength mean, 4d-4f alone: 3.1174 hartree
mean shift by mixing: 0.3183 hartree
unmixed: mean 3.0977, SD 0.2211 hartree
unmixed: 50% width 0.2413, 80% width 0.4931 hartree
unmixed 80% width converted: 13.4190 eV
unmixed photon-rate 80% width: 0.4551 hartree
unmixed upper states below centroid: 85.9611 %
mixed: mean 3.4160, SD 0.1272 hartree
mixed: 50% width 0.0283, 80% width 0.0840 hartree
mixed 80% width converted: 2.2855 eV
mixed photon-rate 80% width: 0.0840 hartree
mixed upper states below centroid: 90.0648 %
mixed photon-rate mean energy: 3.4271 hartree
wavelength at that energy: 13.2949 nm
R3 mixing only: mean 3.0713, 80% width 0.5302 hartree
reversed mixing: mean 2.7795, 80% width 1.0432 hartree
no G1, unmixed: mean 2.6674, 80% width 0.5167 hartree
no G1, mixed: mean 2.9857, 80% width 0.3967 hartree
4f offset -0.4: 80% width unmixed 0.7471, mixed 0.2628 hartree
4f offset +0.4: 80% width unmixed 0.6927, mixed 0.2787 hartree
Sn12+ unmixed: mean 3.1403, SD 0.2171, 80% width 0.4829 hartree
Sn12+ mixed: mean 3.4044, SD 0.1406, 80% width 0.0729 hartree
Sn10+ unmixed: mean 3.0737, SD 0.2253, 80% width 0.4716 hartree
Sn10+ mixed: mean 3.4042, SD 0.1094, 80% width 0.0895 hartree
band model: half-width 1, coupling 1.5 (same unit)
band unmixed: top 1.1493, share 0.5707, variance 0.3333
band mixed: top 1.7159, share 0.8641, variance 0.3333
```
